# Why dichalcogenide islands change between triangles and hexagons

Anyone who wants to predict the shape of a transition-metal dichalcogenide island from computed edge energies must first decide which structures to compute. A zigzag ribbon is the cheapest choice, but its two sides are different edges, so it yields only the sum of their energies. The island shape depends on their ratio. It changes from triangle to hexagon where one edge costs twice as much as the other, and the sum cannot locate that point. The ratio also moves with the chalcogen supply, so several edge terminations are needed, each with its own atom count. A model that can be solved by hand shows why.

## Edge energies that depend on the supply

Take a monolayer MX$_2$ in the 1H structure, lying on an oxide. The metal atoms M form a triangular lattice with lattice constant $a$. The chalcogen atoms X sit in pairs, one above and one below the metal plane, over the centres of half of the small metal triangles, say those pointing up. Up and down are therefore inequivalent, and there are two families of zigzag edge, called M and X. Each has three outward normals 120° apart, and the two sets are turned by 60° against each other. The oxide is assumed to treat the three edges of a family alike.

Let the island have energy $U$ and contain $N_M$ metal and $N_X$ chalcogen atoms. The infinite supported sheet fixes $\mu_M+2\mu_X=\mu_{MX_2}$. The energy of the rim is what remains after the atoms have been paid for:

$$E=U-N_M\mu_M-N_X\mu_X=U-N_M\mu_{MX_2}-(N_X-2N_M)\mu_X .$$

The second form follows on inserting $\mu_M=\mu_{MX_2}-2\mu_X$. Only the chalcogen excess $N_X-2N_M$ couples to the supply. Measure $\mu_X$ from condensed X and call the difference $\Delta\mu$. An edge with excess $q$ per repeat length $a$ then costs, per repeat,

$$g=b-q\,\Delta\mu ,$$

where $b$ is its value at $\Delta\mu=0$. Changes of edge vibration and disorder with the conditions are neglected. Lengths are in units of $a$ from here on, so $E$ is the sum of $g$ times side length. Corner energies do not grow with the island and are dropped. Charge transfer between M and X edges is also neglected. In a real hexagon it can add a long-range electrostatic energy that the energies of separate triangles do not contain.

The slopes $q$ follow from counting. An upward metal triangle with $n$ atoms per side has $N_M=n(n+1)/2$ and encloses $n(n-1)/2$ upward small triangles, each with two X atoms. Its excess is

$$n(n-1)-n(n+1)=-2n=-2(n-1)-2 .$$

The rim has length $3(n-1)$, so the bare M edge has $q=-2/3$, and the last $-2$ belongs to the corners. A downward metal triangle encloses only $(n-1)(n-2)/2$ upward small triangles. Its excess is

$$(n-1)(n-2)-n(n+1)=-4n+2=-4(n-1)-2 ,$$

so the bare X edge has $q=-4/3$. Either edge can take up to two further X atoms per repeat. With coverage $\theta$ between 0 and 1,

$$q_M=-\tfrac23+2\theta,\qquad q_X=-\tfrac43+2\theta .$$

At each $\Delta\mu$ a family adopts the termination with the lowest $g$. Triangles of increasing size give the energy of one family at a time, which is the information a ribbon lacks.

## The best shape

A convex outline made of these edges is a triangle of M edges with side $S$ whose three corners may be cut off. Each cut removes a small equilateral triangle of side $c_i$ and exposes an X edge of length $c_i$. Each cut also shortens two M edges by $c_i$, so

$$E=g_M\Big(3S-2\sum_i c_i\Big)+g_X\sum_i c_i,\qquad A=\frac{\sqrt3}{4}\Big(S^2-\sum_i c_i^2\Big).$$

The area $A$ is fixed by the number of formula units, up to rim corrections that matter less as the island grows. For a given sum of the $c_i$ the energy is fixed, while the area is largest when the three cuts are equal. The larger shape can be shrunk to the required area, which lowers its energy because $g_M$ and $g_X$ are positive. Hence the best shape has $c_1=c_2=c_3=c$, with $0\le c\le S/2$. At $c=S/2$ the M edges are gone and an X triangle remains.

With $\tau=2g_M-g_X$,

$$E=3(g_MS-\tau c),\qquad S^2-3c^2=\frac{4A}{\sqrt3}.$$

At fixed area the second relation gives $dS/dc=3c/S$, and therefore

$$\frac{dE}{dc}=3\left(\frac{3g_Mc}{S}-\tau\right).$$

This answers the central question. At $c=0$ the slope is $3(g_X-2g_M)$. Cutting a corner trades two lengths of M edge for one length of X edge, while the lost area costs energy only at order $c^2$. The factor of two comes from the 60° corner.

Since $c/S$ grows with $c$, the slope can change sign at most once, from negative to positive. There are three cases.

- If $g_X\ge 2g_M$, the slope is not negative at the start and is positive afterwards. The island is an M triangle.
- If $g_X<2g_M$ and $g_M<2g_X$, the minimum lies at $c/S=\tau/(3g_M)$. This is below $1/2$ because $2\tau<3g_M$ is the same condition as $g_M<2g_X$. The island is a hexagon.
- If $g_M\ge2g_X$, the energy falls all the way to $c=S/2$. The island is an X triangle, turned by 60° against the first.

In the hexagon the sides are $L_X=c$ and

$$L_M=S-2c=S\,\frac{3g_M-2(2g_M-g_X)}{3g_M}=S\,\frac{2g_X-g_M}{3g_M},$$

so that

$$\frac{L_X}{L_M}=\frac{2g_M-g_X}{2g_X-g_M}.$$

It is regular only when $g_M=g_X$.

This is the Wulff construction. The M edges lie at distance $h_M=S/(2\sqrt3)$ from the centre. A corner of the full triangle lies at $S/\sqrt3$, and the cut removes a height $\sqrt3c/2$. Hence

$$h_X=\frac{S}{\sqrt3}\left(1-\frac{3c}{2S}\right)=\frac{S}{\sqrt3}\left(1-\frac{\tau}{2g_M}\right)=\frac{S}{\sqrt3}\,\frac{g_X}{2g_M},$$

and $h_X/h_M=g_X/g_M$: each edge stands at a distance proportional to its energy. An edge that is too expensive moves out beyond the corner and disappears.

## From rich to poor supply

Now choose round model energies. For $\theta=0,\ 1/2,\ 1$ let $b_M=2.2,\ 0.7,\ 0.5$ eV and $b_X=2.2,\ 1.5,\ 1.2$ eV. They describe no particular compound and were chosen so that all three shapes occur. The island has 10000 formula units, each of area $\sqrt3/2$, so $A=8660.3\,a^2$.

At $\Delta\mu=-0.5$ eV, for instance, both families prefer half coverage:

$$g_M=0.7+\tfrac13(0.5)=0.8667\ \text{eV},\qquad g_X=1.5-\tfrac13(0.5)=1.3333\ \text{eV}.$$

The side ratio is $(1.7333-1.3333)/(2.6667-0.8667)=0.4/1.8=0.22$, a triangle with clearly blunted corners. The same steps give the following table, with energies in eV and lengths in $a$.

| $\Delta\mu$ | $g_M$ | $g_X$ | $L_M$ | $L_X$ |
|---:|---:|---:|---:|---:|
| 0.0 | 0.500 | 1.200 | 141.4 | 0.0 |
| −0.1 | 0.633 | 1.267 | 141.4 | 0.0 |
| −0.2 | 0.767 | 1.333 | 118.2 | 12.4 |
| −0.3 | 0.800 | 1.400 | 119.1 | 11.9 |
| −0.5 | 0.867 | 1.333 | 101.6 | 22.6 |
| −0.9 | 1.000 | 1.000 | 57.7 | 57.7 |
| −1.2 | 1.100 | 0.600 | 7.9 | 126.3 |
| −1.3 | 1.133 | 0.467 | 0.0 | 141.4 |

Near the rich end both edges are fully covered. Setting $g_X=2g_M$ gives the first transition:

$$\Delta\mu=\frac{2b_M-b_X}{2q_M-q_X}=\frac{1.0-1.2}{8/3-2/3}=-0.100\ \text{eV}=-0.003675\ \text{hartree}.$$

Near the poor end the M edge is half covered and the X edge is bare. Setting $g_M=2g_X$ gives

$$\Delta\mu=\frac{2b_X-b_M}{2q_X-q_M}=\frac{4.4-0.7}{-8/3-1/3}=-1.233\ \text{eV}=-0.045324\ \text{hartree}.$$

With the same two terminations, $g_M=g_X$ gives the regular hexagon at $(2.2-0.7)/(-4/3-1/3)=-0.900$ eV.

As the supply falls, the energy of the fully covered M edge at first rises fastest, because this edge holds the largest excess. Later the bare X edge becomes cheap, because it has the largest deficit. What moves the shape is the excess of each edge relative to its energy: differentiating $\ln(g_X/g_M)$ with respect to $\Delta\mu$ gives $q_M/g_M-q_X/g_X$. A chalcogen-rich supply need not give triangles, because other values of $b$ can move a transition outside the range in which the sheet is stable. That range ends at the latest where condensed X forms, at $\Delta\mu=0$, and where bulk metal forms at the poor end. Another compound of M and X, richer or poorer in X than the sheet, can end it earlier.

The table also shows a small reversal. Between −0.2 and −0.3 eV the supply falls, yet $L_X$ shrinks from 12.4 to 11.9. In this interval the M edge is half covered and the X edge fully covered, so $2q_M=q_X=2/3$ and $2g_M-g_X$ stays at 0.2 eV. Meanwhile $2g_X-g_M$ rises from 1.9 to 2.0 eV, and the side ratio drops from 0.105 to 0.100. A change of termination can thus interrupt the trend.

If the supply is an ideal vapour of X$_2$ molecules, then $2\mu_X$ equals a function of temperature plus $kT\ln p$. Two conditions at the same temperature are related by

$$\frac{p_1}{p_2}=\exp\!\left[\frac{2(\Delta\mu_1-\Delta\mu_2)}{kT}\right].$$

At 1000 K, $kT=0.0862$ eV, and the hexagon range of 1.133 eV spans a pressure ratio of about $3\times10^{11}$. In this model a modest change of pressure would alter the truncation but would not carry an island from one triangle to the other.

## How sharp the transition is

Insert $c=S\tau/(3g_M)$ into the energy and the area:

$$E=\frac{S(3g_M^2-\tau^2)}{g_M},\qquad A=\frac{\sqrt3}{4}S^2\,\frac{3g_M^2-\tau^2}{3g_M^2}.$$

Solving the second for $S$ and substituting gives, for the hexagon,

$$E=2\cdot3^{1/4}\sqrt{A}\,\sqrt{3g_M^2-\tau^2}.$$

For the M triangle the same formula holds with $\tau$ replaced by zero. The two energies differ by a term of order $\tau^2$, so $E$ and its first derivative are continuous at the transition. The new sides grow from zero length, and the model has no barrier between the shapes. This rests on dropping the corner energies, which is not safe close to the transition for an island of this size. The hexagon lies only 0.044 eV below the triangle at $\Delta\mu=-0.11$ eV and 1.0 eV below it at $-0.15$ eV. If the six corners of the hexagon cost 1 eV more than the three of the triangle, the change moves to $-0.15$ eV and the X sides appear at once with a length of about 7.

The first derivative has a direct meaning. The shape already minimizes $E$, so a small change of shape does not contribute to it, and $dE/d\Delta\mu=-3(q_ML_M+q_XL_X)$, which is minus the excess of X. At the first transition this excess is $3\cdot\frac43\cdot141.42=565.7$ atoms, without the corner term.

The second derivative jumps. Expanding the square root gives $\sqrt3\,g_M-\tau^2/(2\sqrt3\,g_M)$, and $g_M$ is linear in $\Delta\mu$ while the termination is unchanged. On the hexagon side, at $\tau=0$,

$$\frac{d^2E}{d\Delta\mu^2}=-\frac{2\sqrt A}{3^{1/4}g_M}\left(\frac{d\tau}{d\Delta\mu}\right)^2 .$$

Here $d\tau/d\Delta\mu=-(2q_M-q_X)=-2$ and $g_M=0.633$ eV, which gives $-893$ eV$^{-1}$. On the triangle side the value is zero. The triangle keeps its excess as the supply falls. Just past the transition, the shape of lowest energy loses about 9 atoms for each further 0.01 eV as its corners are cut. At 0.01 eV past the transition the cuts are only 1.5 lattice constants long and gain less than $kT$ at 1000 K, so at that temperature fluctuations smear the jump out for an island of this size.

## What the oxide can and cannot do

Adhesion proportional to the contact area adds the same energy to every shape of equal area, so it cannot select one. Binding of the edges can. Suppose the oxide lowers every edge by the same amount $w$ per repeat, smaller than both edge energies. The condition for X sides to appear on an M triangle becomes

$$2(g_M-w)-(g_X-w)>0\quad\Longleftrightarrow\quad 2g_M-g_X>w ,$$

and in the same way M sides survive next to X sides only if $2g_X-g_M>w$. Both conditions are harder to meet than before. An equal binding of both families therefore favours triangles, because subtracting the same amount from two unequal energies increases the ratio of the larger to the smaller. A binding that lowered both energies by the same fraction would leave the ratio, and hence the shape, unchanged.

With $w=0.1$ eV the transitions move to $(1.0-1.2-0.1)/2=-0.150$ eV and $(4.4-0.7-0.1)/(-3)=-1.200$ eV. The hexagon range shrinks from 1.133 to 1.050 eV. At 1000 K the first transition then needs an X$_2$ pressure lower by a factor of 3.2. If surface steps make the three edges of one family inequivalent, $g_M$ and $g_X$ no longer suffice, and each direction needs its own energy.

## Where the explanation fails

Other edge directions may intrude. Let an armchair edge cost $g_A$ per length $a$. Cutting a 120° hexagon corner with an armchair segment of length $\ell$ removes $\ell/\sqrt3$ from each neighbouring side, so a small cut pays if $g_A<(g_M+g_X)/\sqrt3$. At a 60° corner of an M triangle, the segment meets one side at a right angle. It removes $\ell/\sqrt3$ from that side and $2\ell/\sqrt3$ from the other, and pays if $g_A<\sqrt3\,g_M$. In the example the thresholds are 1.155 eV at $\Delta\mu=-0.9$ eV and 0.866 eV at $\Delta\mu=0$.

The other condition is equilibrium: atoms must move between edges faster than the island grows. In the opposite limit each edge advances at its own speed, $h_i=h_0+v_it$. The geometry above gives $c=(2/\sqrt3)(2h_M-h_X)$, and

$$2h_M-h_X=h_0+(2v_M-v_X)t .$$

If $v_X>2v_M$, the X edges vanish after $t=h_0/(v_X-2v_M)$. For $h_0=1$, $v_M=1$ and $v_X=2.2$ this is $t=5$. For $v_X=1.8$ they survive, and the side ratio tends to $(2-1.8)/(3.6-1)=0.077$. Speeds have taken the place of energies in the same inequality, so a triangular outline does not by itself show that the M edge is the cheaper one. If edge energies are in control, islands of equal size with different growth histories should approach the same shape when held long enough at one $\Delta\mu$.
